\section*{Unfolded Alloy Spectra from Chebyshev Moments Without Diagonalization}

\section{Definitions and conventions}

An alloy is placed on an fcc lattice with primitive vectors $\mathbf a_1,\mathbf a_2,\mathbf a_3$. The supercell is periodic and has $N=L^3$ sites $\mathbf r=\sum_i n_i\mathbf a_i$, each with one orbital $|\mathbf r\rangle$; the orbitals are orthonormal. The Hamiltonian is
\begin{equation}
H=\sum_{\mathbf r}\varepsilon_{\mathbf r}|\mathbf r\rangle\langle\mathbf r|+T,\qquad
T=t\sum_{\langle\mathbf r,\mathbf r'\rangle}|\mathbf r\rangle\langle\mathbf r'| ,
\end{equation}
where the second sum runs over ordered nearest-neighbour pairs. The site energies are independent: $\varepsilon=\Delta$ with probability $x$ and $0$ otherwise. The hopping $t<0$ is the same for all pairs.

A primitive Bloch vector that fits the cell is
\begin{equation}
|\mathbf k\rangle=\frac1{\sqrt N}\sum_{\mathbf r}e^{i\mathbf k\cdot\mathbf r}|\mathbf r\rangle,\qquad \mathbf k\cdot\mathbf a_i=\frac{2\pi m_i}{L},
\end{equation}
with integers $m_i$. If $H|\psi_J\rangle=E_J|\psi_J\rangle$, the unfolded spectral function is
\begin{equation}
A(\mathbf k,E)=\sum_J|\langle\mathbf k|\psi_J\rangle|^2\,\delta(E-E_J).
\label{A}
\end{equation}
It states how much of the primitive wave is found at energy $E$. Its integral over $E$ is $\langle\mathbf k|\mathbf k\rangle=1$. Energies are in eV and $A$ in eV$^{-1}$.

The example has $x=0.30$, $\Delta=2$ eV, $t=-0.2$ eV and $L=100$. These are rough values for one $d$-like band of a silver alloy with 30\,\% palladium. Zero energy is the Ag level. A cubic constant of 0.40 nm gives a bond $d=0.40/\sqrt2=0.283$ nm and a cell edge of 28.3 nm.

\section{The naive scheme and its first fault}

Equation (\ref{A}) suggests diagonalizing $H$ and projecting each eigenvector on $|\mathbf k\rangle$. For $N=10^6$ a dense real matrix takes $8N^2$ bytes, or 8 TB, and its reduction to tridiagonal form takes about $\tfrac43N^3=1.3\times10^{18}$ operations. Nearly all of that information is then discarded. Since $\delta(E-H)=\sum_J|\psi_J\rangle\delta(E-E_J)\langle\psi_J|$, equation (\ref{A}) is
\begin{equation}
A(\mathbf k,E)=\langle\mathbf k|\delta(E-H)|\mathbf k\rangle ,
\end{equation}
one diagonal element of a function of $H$. A polynomial approximation to that function needs only products of $H$ with vectors.

Chebyshev polynomials $T_n(\cos\theta)=\cos n\theta$ require a spectrum inside $[-1,1]$, so safe limits are needed. Let $S_i$ shift a wave function by $\mathbf a_i$ and let $S=1+S_1+S_2+S_3$. The sixteen terms of $SS^\dagger$ are four identities and twelve shifts by $\pm\mathbf a_i$ and $\mathbf a_i-\mathbf a_j$, which are the twelve fcc neighbours. Hence
\begin{equation}
T=t\,(SS^\dagger-4),\qquad
E_{\mathbf k}=t\Big(\Big|1+\sum_ie^{i\mathbf k\cdot\mathbf a_i}\Big|^2-4\Big).
\end{equation}
The squared modulus lies between 0 and 16, so $T$ lies between $12t=-2.4$ eV and $-4t=0.8$ eV. Adding site energies between 0 and 2 eV confines $H$ to $[-2.4,2.8]$ eV in every configuration. With a margin of 1\,\% we set
\begin{equation}
H=aX+b,\qquad a=2.626\ \text{eV},\quad b=0.200\ \text{eV}.
\end{equation}
The factorization also saves work: $S^\dagger$ and $S$ cost three additions per site each, against eleven for a direct sum of twelve neighbours.

\section{Moments at half price}

Put $E=a\cos\theta+b$ and $E_J=a\cos\theta_J+b$. The cosine series of a delta function on $(0,\pi)$ and the Jacobian $|dE/d\theta|=a\sin\theta$ give
\begin{equation}
\delta(E-E_J)=\frac{1}{\pi a\sin\theta}\Big[1+2\sum_{n\ge1}\cos n\theta\cos n\theta_J\Big].
\end{equation}
Multiplying by the weights and summing over $J$ turns $\cos n\theta_J$ into the moment $\mu_n=\langle\mathbf k|T_n(X)|\mathbf k\rangle$. The vectors $v_n=T_n(X)|\mathbf k\rangle$ follow from
\begin{equation}
v_0=|\mathbf k\rangle,\quad v_1=Xv_0,\quad v_{n+1}=2Xv_n-v_{n-1}.
\end{equation}
Because $2\cos p\theta\cos q\theta=\cos(p+q)\theta+\cos(p-q)\theta$ and $X$ is Hermitian,
\begin{equation}
\mu_{2n}=2\langle v_n|v_n\rangle-\mu_0,\qquad
\mu_{2n+1}=2\langle v_{n+1}|v_n\rangle-\mu_1 .
\end{equation}
Thus $M$ moments cost $M/2$ products.

At $\Gamma$ and L the Bloch phases are $\pm1$ and real arithmetic suffices. One step then takes 14 operations per site: six shifts, one scaling, two for the diagonal term, one subtraction and four for two scalar products. With $M=256$ this is $14\times10^6\times128=1.8\times10^9$ operations. Seven arrays of length $N$ take 56 MB. On one processor core, double-precision array code needed 4.3 s for L, or 34 ms per product. Time is $O(NM)$ in operations; the measured time per site was 1.5 times that in a cell of 110\,592 sites, so it is not strictly constant on a real machine.

\section{Truncation and resolution}

Cutting the series off at $n=M-1$ produces ripples and negative values. The cure is to multiply $\mu_n$ by factors $g_n$ that make the kernel positive. A squared modulus is positive, so take
\begin{equation}
\kappa(\theta)=\frac1{2\pi}\Big|\sum_{\nu=0}^{M-1}c_\nu e^{i\nu\theta}\Big|^2
=\frac1{2\pi}\Big[1+2\sum_{n=1}^{M-1}g_n\cos n\theta\Big],
\end{equation}
with real $c_\nu$, $\sum c_\nu^2=1$ and $g_n=\sum_\nu c_\nu c_{\nu+n}$. The kernel is narrowest, in the sense of the smallest mean of $1-\cos\theta$, when $g_1$ is largest. This $g_1$ is the quadratic form of an open chain of $M$ sites with hopping $\tfrac12$. Its top eigenvector is $c_\nu\propto\sin[q(\nu+1)]$ with $q=\pi/(M+1)$, and $g_1=\cos q$. Summing the products of sines gives the Jackson factors
\begin{equation}
g_n=\frac{(M-n+1)\cos qn+\sin qn\cot q}{M+1}.
\end{equation}

A sharp level at $X=y$ now has smoothed averages $\langle T_n\rangle=g_nT_n(y)$. Using $X^2=(1+T_2)/2$, its mean-square spread about $y$ is
\begin{align}
\langle(X-y)^2\rangle&=\tfrac12[1+g_2(2y^2-1)]-2g_1y^2+y^2\nonumber\\
&=\tfrac12(1-g_2)+y^2(1+g_2-2g_1).
\end{align}
Setting $n=2$ gives $1-g_2=2M\sin^2q/(M+1)\approx2q^2$, while $1-g_1\approx q^2/2$. The spread is therefore $q^2-y^2q^2$ to leading order, and in energy
\begin{equation}
\sigma\approx\frac{\pi a}{M}\sqrt{1-y^2}.
\label{sigma}
\end{equation}
This holds away from the ends of the scaled interval. At its centre $\sigma$ is 126, 64 and 32 meV for 64, 128 and 256 moments. Resolution is bought linearly with products.

The noise will depend on the integral of the squared kernel. In energy the kernel is $K=\kappa/(a\sin\theta)$, with $\sin\theta$ nearly constant across it. Orthogonality of cosines gives
\begin{equation}
\int K^2dE\approx\frac{1+2\sum_{n=1}^{M-1}g_n^2}{2\pi a\sqrt{1-y^2}},
\label{K2}
\end{equation}
which also grows as $M$.

\section{What the finite cell falsifies}

A periodic cell repeats its disorder, and a long recursion could notice. To see when, expand $\mu_n$ in walks of at most $n$ steps, where a step is a hop or a stay that picks up a site energy. Since $\mathbf k$ fits the cell, phases and hopping factors are those of the infinite lattice. The configuration average differs only if a walk picks up energies at two sites that are independent in the infinite alloy but are images in the cell. Images differ by at least $L$ in some coordinate $n_i$, and one hop changes a coordinate by at most one. Such a walk needs $L$ hops and two stays. Therefore
\begin{equation}
\overline{\mu_n}^{\,(L)}=\overline{\mu_n}^{\,(\infty)}\quad\text{for } n\le L+1 .
\end{equation}

A ring of four sites shows that the limit can be reached. Let the scaled hopping be 0.2, the scaled levels 0 and 0.5 with probability 0.3 for the upper one, and $k=\pi/2$ per site. At $n=6$ the leading coefficient of $T_6$ is $2^5$, two directions go round the ring, and each has phase $e^{\pm4ik}=1$. The product of two independent energies is replaced by a square, which adds their variance:
\begin{equation}
\delta\overline{\mu_6}=2^5(0.2)^4\times2\times(0.3)(0.7)(0.5)^2=0.005376 .
\end{equation}
Averaging over all ring configurations gives the same number.

For $L=100$ the guarantee ends at $n=101$. Beyond it the largest $|\mu_n|$ in the million-site run is 0.008 at L but 0.48 at $\Gamma$. At L little of the signal lies outside the guarantee; at $\Gamma$ much does. That is no proof of a large error at $\Gamma$, but convergence with cell size must be shown there separately.

\section{Why the Bloch start averages itself}

If the recursion starts on one site, it reports the surroundings of that site, however large the cell. The Bloch vector samples all sites at once. To turn this into a bound, change one site energy, so that $X'=X-V$ with $V=\pm(\Delta/a)|i\rangle\langle i|$. For $D_n=T_n(X)-T_n(X')$ the recursions subtract to
\begin{equation}
D_{n+1}=2XD_n-D_{n-1}+2V\,T_n(X'),\quad D_0=0,\ D_1=V .
\end{equation}
Each source term is carried on by the same recursion from the starting values 0 and 1, which generates the polynomials $U_j(\cos\theta)=\sin[(j+1)\theta]/\sin\theta$. Hence
\begin{equation}
D_n=\sum_{m=0}^{n-1}\gamma_m\,U_{n-1-m}(X)\,V\,T_m(X'),
\end{equation}
with $\gamma_0=1$ and $\gamma_{m\ge1}=2$.

The row $\langle i|T_m(X')$ has norm at most 1 and reaches at most $s_m=(2m+1)^3$ sites. By the Cauchy--Schwarz inequality the sum of its absolute entries is at most $\sqrt{s_m}$, so $|\langle i|T_m(X')|\mathbf k\rangle|\le\sqrt{s_m/N}$. Since $|U_j|\le j+1$, the other factor is at most $(j+1)\sqrt{s_j/N}$. Together,
\begin{equation}
|\delta_i\mu_n|\le\frac{\Delta}{a}\frac{K_n}{N},\quad
K_n=\sum_{m=0}^{n-1}\gamma_m(n-m)\sqrt{s_{n-1-m}s_m}.
\end{equation}

It remains to add the effects of all sites. Reveal the site energies one by one and let $d_i$ be the change in the conditional mean of $\mu_n$ when $\varepsilon_i$ is revealed. Each $d_i$ has zero mean given the earlier energies, so different $d_i$ are uncorrelated and $\mathrm{Var}\,\mu_n=\sum_i\overline{d_i^2}$. Each $d_i$ is also a conditional average of $\mu_n$ minus its mean over $\varepsilon_i$ alone. Averaging cannot raise a mean square, and a two-valued quantity with difference $\delta$ has variance $x(1-x)\delta^2$. Thus
\begin{equation}
\mathrm{Var}\,\mu_n\le N\,x(1-x)\Big(\frac{\Delta}{a}\frac{K_n}{N}\Big)^2
=\frac{x(1-x)}{N}\Big(\frac{\Delta K_n}{a}\Big)^2 .
\end{equation}
At fixed $n$ the variance falls at least as fast as $1/N$. The constant grows as $n^5$ inside the square, so the bound proves self-averaging but does not estimate its size.

Ensembles supply the size. For 60 random cells at L with 64 moments, the variance of $A$, averaged over energy, is $1.75\times10^{-3}$, $1.79\times10^{-4}$ and $5.5\times10^{-5}$ eV$^{-2}$ for 512, 4096 and 13\,824 sites. The fitted exponent is $-1.06$. For a single-site start the variance in 4096 sites is 0.92 of that in 512: it hardly falls.

The law can be extrapolated to a million sites. The difference between one such curve and the mean of the 60 cells of 13\,824 sites should have the rms value
\begin{equation}
\sqrt{5.5\times10^{-5}\Big(\frac{13\,824}{10^6}+\frac1{60}\Big)}=1.3\times10^{-3}\ \text{eV}^{-1}.
\end{equation}
The computed difference is $0.9\times10^{-3}$ eV$^{-1}$. The noise of the 60-cell mean alone contributes $1.0\times10^{-3}$ eV$^{-1}$, so the result is consistent with the law but is only a weak test of it at this size.

\section{Noise at high resolution}

A finer kernel contains fewer levels and gives a noisier curve. Let $\rho$ be the density of states per site. The mean weight of a level is $\bar w=A/(N\rho)$. For extended states the overlap $\langle\mathbf k|\psi_J\rangle$ is a sum of many contributions and is taken as Gaussian. If $2\mathbf k$ is a reciprocal vector, it is real and $w_J=\bar w\xi^2$ with $\xi$ a unit normal variable, so $\mathrm{Var}\,w_J=2\bar w^2$. Otherwise its real and imaginary parts share the weight equally and $\mathrm{Var}\,w_J=\bar w^2$. Neglecting correlations between weights and fluctuations in the number of levels,
\begin{equation}
\frac{\mathrm{Var}\,A}{A^2}\approx\frac{c\,\bar w^2}{A^2}\,N\rho\int K^2dE
=\frac{c}{N\rho}\int K^2dE,
\label{speckle}
\end{equation}
with $c=2$ or 1. The kernel must be narrower than the disorder width and wider than the level spacing.

In 120 cells of 1000 sites with 512 moments, averaged over energies where the mean $A$ exceeds half its maximum, $c$ came out as 1.47 at L and 0.82 at a general $\mathbf k$. The estimate is thus too high by 36\,\% and 22\,\% of the measured variances. One possible cause is that the weights sum to one, which makes them negatively correlated; this was not isolated.

For $\rho$ the same recursion is started from a vector with random entries $\pm1/\sqrt N$. Cross terms between sites average to zero and the trace per site remains. With 110\,592 sites and 128 moments, $\rho=0.469$ per eV and site at the L peak. Equation (\ref{K2}) gives $\int K^2dE=9.1$ eV$^{-1}$ for 256 moments. With $c=2$ the relative noise in a million sites is
\begin{equation}
\sqrt{\frac{2\times9.1}{10^6\times0.469}}=0.6\,\%,
\end{equation}
and 1\,\% noise needs about $3.9\times10^5$ sites. Both figures are on the high side, since the measured $c$ is below 2: scaled from 120 cells of 1728 sites with 256 moments, they are about 0.5\,\% and $2.5$ to $3\times10^5$ sites, the range being the scatter between such ensembles.

Equation (\ref{speckle}) also fixes the cost of accuracy. Where it holds, the number of sites at fixed relative noise $\eta$ must grow as $M/\eta^2$, so the work $NM$ grows as $M^2/\eta^2$. The L line does not yet follow this law: in cells of 1728 sites the required number rose by a factor that fell from about 3 for the doubling from 64 to 128 moments to about 2.4 for the doubling from 256 to 512, still above the factor 2 of the law. Several smaller cells with the same total number of sites give noise of similar size (the variance at fixed total number of sites differed by up to a factor of 1.6 among cells of 512 to 8000 sites), but they lose the finite-cell guarantee earlier. Demanding that guarantee for every moment means $L\ge M-2$, and the work then grows as $M^4$.

\section{Reading the alloy spectra}

The lowest moments can be found by hand. Write $\varepsilon=\bar\varepsilon+u$ and $T=E_{\mathbf k}+T'$, so that $T'|\mathbf k\rangle=0$. The mean energy is $x\Delta+E_{\mathbf k}$. In the second and third central moments every term with $T'$ at either end vanishes. What remains is $\overline{u^2}=W^2=x(1-x)\Delta^2$ and
\begin{equation}
\overline{\langle\mathbf k|u^3+uT'u|\mathbf k\rangle}
=x(1-x)(1-2x)\Delta^3-W^2E_{\mathbf k}.
\end{equation}
The last term arises because independent $u$ leave only the on-site element of $T'$, which is $-E_{\mathbf k}$. At $\Gamma$, where $E_{\mathbf k}=-2.4$ eV, the results are $-1.8$ eV, 0.84 eV$^2$ and $0.672+0.84\times2.4=2.688$ eV$^3$. The million-site run gives $-1.801$, 0.839 and 2.687. At L, where $E_{\mathbf k}=0$, the predictions are 0.600, 0.840 and 0.672, and the run gives 0.599, 0.839 and 0.673. Both points have the same variance, yet their lines differ greatly.

At L the main peak lies at 0.09 eV. Its full width at half maximum is 438, 310 and 261 meV for 64, 128 and 256 moments. The last kernel has $\sigma=32$ meV, or a full width of about $2.355\times32=75$ meV if taken as Gaussian. Disorder therefore dominates the line, whose width is a little under a quarter of an eV: averaged over three cells of 64\,000 sites it still falls from 257 meV at 256 moments to 243 and 236 meV at 512 and 1024. Subtracting the kernel in quadrature would give 323, 271 and 250 meV; the drift shows that the line is not Gaussian and that this correction is not reliable at low resolution.

At $\Gamma$ the peak lies at $-2.09$ eV and its width is 159, 83 and 45 meV. It nearly halves with each doubling of $M$, and the last kernel alone, with $\sigma=15.8$ meV, accounts for about 37 meV. The width is mostly instrumental, and no lifetime should be read from it. More moments are needed, together with a check that the result has converged with cell size.

\section{The model beside the real alloy}

Silver and palladium do form fcc solid solutions, with the Pd $d$ levels above those of Ag, but five $d$ orbitals and an $sp$ band replace the single orbital used here. Real hopping also depends on the species. Let it be $t\,s_is_j$ with mean $s=1$ and Pd--Pd hopping 1.5 times Ag--Ag hopping, a rough ratio. For one configuration of 110\,592 sites, with 256 moments and the same scaling in both runs, this moves the $\Gamma$ peak by $+131$ meV and the L peak by about $-10$ meV, and narrows the L line by about 40 meV; the two L figures vary by several meV between configurations. The first shift is about twice the full width of the kernel in this scaling, 70 meV, but its sign depends on the choice of mean $s=1$: if the Ag--Ag hopping is kept at $t$ instead, the $\Gamma$ peak moves down by about 175 meV.

Heat disturbs the bonds. For a Debye solid above its Debye temperature $\Theta$, equipartition gives $u^2=3\hbar^2\mathcal T/(mk_B\Theta^2)$ per axis at temperature $\mathcal T$ and atomic mass $m$. With $\mathcal T=300$ K and rough values $\Theta=250$ K and $m=107$ u, $u=8.1$ pm. If hopping varies as $d^{-5}$ and atoms move independently, the central atom's own displacement cancels at $\Gamma$ and L by inversion. The twelve neighbours leave an rms energy $\sqrt{12}\times5|t|u/d=0.10$ eV, against $W=0.92$ eV from the alloy. In second order the mean hopping also grows, by the fraction $20(u/d)^2=0.016$ at fixed lattice constant. This cancels at L but lowers the $\Gamma$ level by about 40 meV, as much as the width of the $\Gamma$ line computed above.

A rough atomic spin--orbit constant of 0.2 eV splits a $d$ level by $\tfrac52\times0.2=0.5$ eV. An assumed $sp$--$d$ coupling of 1 eV across 4 eV shifts a level by $\sqrt{2^2+1^2}-2=0.24$ eV. Both are comparable with the L width or larger. Short-range order and electron correlation are left out and were not sized. The numbers therefore describe the method at a realistic scale of disorder, not the measured spectrum of the alloy. With several orbitals per site the recursion is the same, with one start vector per orbital and $\mathbf k$.
